# Resistance drift in a dimerised chain when the hopping difference grows: test program

```python
# Result under test: in a dimerised chain with midgap chemical potential,
# raising D = t1 - t2 by d multiplies the resistance by exp(d/kT), provided
# D >> kT and the mean free path is unchanged.
# t1, t2: alternating hoppings (eV); W = t1 + t2; a: cell length;
# mfp = |v| tau; f: Fermi function; kappa = k a; energies are from midgap.
# Conductance of one chain of length L: (8 e^2/h)(mfp/L)[f(D) - f(W)].
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

kB = const.k / const.e
G0 = 2 * const.e**2 / const.h
T = 300.0
kT = kB * T
D, W, d = 0.35, 3.0, 0.020
a_nm, mfp_nm, L_nm, n_chains = 0.6, 1.0, 30.0, 9000
nu, V_read = 0.1, 0.1


def hoppings(diff):
    return (W + diff) / 2, (W - diff) / 2


def fermi(E, kt=kT):
    return 1 / (np.exp(E / kt) + 1)


def minus_df(E, kt=kT):
    return 1 / (4 * kt * np.cosh(E / (2 * kt))**2)


nodes, weights = np.polynomial.legendre.leggauss(400)
kappa = np.pi * (nodes + 1) / 2
weights = weights * np.pi / 2


def bloch(t1, t2, q):
    off = t1 + t2 * np.exp(-1j * q)
    H = np.zeros((len(q), 2, 2), complex)
    H[:, 0, 1], H[:, 1, 0] = off, off.conj()
    return H


def transport(diff, kt=kT, mu=0.0, power=1):
    """Brillouin-zone integral of |dE/dkappa|^power (-f'), both bands.
    power=1: constant mean free path; power=2: constant scattering time."""
    t1, t2 = hoppings(diff)
    E, U = np.linalg.eigh(bloch(t1, t2, kappa))
    slope_off = -1j * t2 * np.exp(-1j * kappa)
    dH = np.zeros((len(kappa), 2, 2), complex)
    dH[:, 0, 1], dH[:, 1, 0] = slope_off, slope_off.conj()
    v = np.einsum('kin,kij,kjn->kn', U.conj(), dH, U).real
    return 2 * np.sum(weights[:, None] * np.abs(v)**power
                      * minus_df(E - mu, kt))


# Band edges and half filling from a real-space ring
t1, t2 = hoppings(D)
t1n, t2n = hoppings(D + d)
n_ring = 200
bonds = np.tile([t1, t2], n_ring)
ring = np.diag(bonds[:-1], 1)
ring[0, -1] = bonds[-1]
ring = ring + ring.T
levels = np.linalg.eigvalsh(ring)
edge = np.min(np.abs(levels))
assert abs(edge - D) < 1e-10
assert abs(levels[-1] - W) < 1e-10
for temp in (300.0, 3000.0):
    assert abs(np.sum(fermi(levels, kB * temp)) - n_ring) < 1e-8

# Conductance formula against the Brillouin-zone integral
for diff in (0.01, 0.03, D, D + d):
    formula = 4 * (fermi(diff) - fermi(W))
    assert abs(transport(diff) / formula - 1) < 1e-7
ratio = transport(D) / transport(D + d)
law = np.exp(d / kT)
assert abs(ratio / law - 1) < 1e-5
ratio_small = transport(0.01) / transport(0.03)
assert ratio_small < 0.9 * law

# Activation energy from an Arrhenius slope
kt_lo, kt_hi = kB * 290, kB * 310
Ea = -(np.log(transport(D, kt_hi) / transport(D, kt_lo))
       / (1 / kt_hi - 1 / kt_lo))
assert abs(Ea - D) < 1e-4

# Any transport function moving rigidly with the edge gives the same factor
for exponent in (0.5, 2.0):
    I = [quad(lambda e: e**exponent * minus_df(x + e), 0, 1.0,
              epsabs=0, epsrel=1e-9, limit=200)[0] for x in (D, D + d)]
    assert abs(I[0] / I[1] / law - 1) < 1e-5

# Edge mass and the constant-scattering-time alternative
step = 1e-3
Eq = np.linalg.eigvalsh(bloch(t1, t2, np.pi + np.array([-step, 0, step])))[:, 1]
curvature = (Eq[0] - 2 * Eq[1] + Eq[2]) / step**2
assert abs(curvature / (t1 * t2 / D) - 1) < 1e-4
mass = const.hbar**2 / (curvature * const.e * (a_nm * 1e-9)**2)
wavelength_nm = 1e9 * const.h / np.sqrt(2 * np.pi * mass * const.k * T)
ratio_tau = transport(D, power=2) / transport(D + d, power=2)
mass_factor = np.sqrt((D + d) * t1 * t2 / (D * t1n * t2n))
assert abs(ratio_tau / (law * mass_factor) - 1) < 0.01  # nonparabolic band

# Displaced chemical potential: fixed from midgap, or following an edge
offset = 0.10
ratio_fixed = transport(D, mu=offset) / transport(D + d, mu=offset)
ratio_follow = transport(D, mu=offset) / transport(D + d, mu=offset + d)
assert abs(ratio_fixed / law - 1) < 1e-3
assert abs(ratio_follow - 1) < 0.01

# Bond disorder: thermally excited electrons, same disorder before and after
rng = np.random.default_rng(7)
n_cells, spread = 600, 0.05


def electrons(diff, noise):
    b = np.tile(hoppings(diff), n_cells)[:-1] + noise
    E = eigh_tridiagonal(np.zeros(2 * n_cells), b, eigvals_only=True)
    return 2 * np.sum(fermi(E[E > 0]))


clean = [electrons(x, 0.0) for x in (D, D + d)]
dirty = np.zeros(2)
n_samples = 10
for _ in range(n_samples):
    noise = spread * rng.standard_normal(2 * n_cells - 1)
    dirty += [electrons(x, noise) for x in (D, D + d)]
dirty /= n_samples
ratio_clean, ratio_dirty = clean[0] / clean[1], dirty[0] / dirty[1]
assert abs(ratio_dirty / ratio_clean - 1) < 0.10

# Coherent midgap tunnelling between wide-band contacts of width gamma
gamma = 2.0


def tunnel_formula(n):
    g = (t2 / t1)**(n - 1) / t1
    return (gamma * g)**2 / (1 + (gamma * g / 2)**2)**2


def tunnel_green(n):
    b = np.tile([t1, t2], n)[:-1]
    H = (np.diag(b, 1) + np.diag(b, -1)).astype(complex)
    H[0, 0] -= 0.5j * gamma
    H[-1, -1] -= 0.5j * gamma
    return gamma**2 * abs(np.linalg.inv(-H)[0, -1])**2


N = int(round(L_nm / a_nm))
for n in (3, 10, N):
    assert abs(tunnel_green(n) / tunnel_formula(n) - 1) < 1e-5
thermal = transport(D) * mfp_nm / L_nm
tunnel = tunnel_green(N)
cross_cells = brentq(lambda n: np.log(
    tunnel_formula(n) * n * a_nm / (mfp_nm * transport(D))), 5, 100)

# Weak end bonds bring two midgap end states; strong end bonds bring none
end_states = []
for pair in ((t1, t2), (t2, t1)):
    E = eigh_tridiagonal(np.zeros(2 * N), np.tile(pair, N)[:-1],
                         eigvals_only=True)
    end_states.append(int(np.sum(np.abs(E) < D / 2)))
assert end_states == [0, 2]

# Power-law drift from a barrier that grows with the logarithm of time
times = np.logspace(0, 4, 5)
R_t = [1 / transport(D + nu * kT * np.log(t)) for t in times]
drift_slope = np.polyfit(np.log(times), np.log(R_t), 1)[0]
assert abs(drift_slope - nu) < 1e-5
time_ratio = np.exp(d / (nu * kT))

R_chain = 1 / (G0 * thermal)
R_chain_new = 1 / (G0 * transport(D + d) * mfp_nm / L_nm)
kT85 = kB * (const.zero_Celsius + 85)
ratio85 = transport(D, kT85) / transport(D + d, kT85)
ratio40 = transport(D) / transport(D + 2 * d)
assert abs(ratio85 / np.exp(d / kT85) - 1) < 1e-4
assert abs(ratio40 / law**2 - 1) < 1e-5

print(f"temperature: {T:.0f} K; kT: {1e3*kT:.3f} meV")
print(f"hopping difference D before, after: {D:.3f}, {D+d:.3f} eV")
print(f"increase d: {1e3*d:.1f} meV; d/kT: {d/kT:.4f}")
print(f"hopping sum W: {W:.3f} eV")
print(f"hoppings before: {t1:.3f}, {t2:.3f} eV")
print(f"hoppings after: {t1n:.3f}, {t2n:.3f} eV")
print(f"gap before, after: {2*D:.3f}, {2*(D+d):.3f} eV")
print(f"lowest positive level of ring: {edge:.6f} eV")
print(f"Arrhenius activation energy, 290-310 K: {Ea:.5f} eV")
print(f"cell length: {a_nm:.2f} nm; mean free path: {mfp_nm:.2f} nm")
print(f"chain length: {L_nm:.1f} nm; cells: {N}; chains: {n_chains}")
print(f"f(D) before, after: {fermi(D):.4e}, {fermi(D+d):.4e}")
print(f"conductance quantum 2e^2/h: {1e6*G0:.4f} microsiemens")
print(f"one-chain resistance before: {R_chain/1e9:.3f} Gohm")
print(f"one-chain resistance after: {R_chain_new/1e9:.3f} Gohm")
print(f"cell resistance before: {R_chain/n_chains/1e6:.3f} Mohm")
print(f"cell resistance after: {R_chain_new/n_chains/1e6:.3f} Mohm")
print(f"resistance ratio, zone integral: {ratio:.6f}")
print(f"resistance ratio, exp(d/kT): {law:.6f}")
print(f"increase for exact doubling: {1e3*kT*np.log(2):.3f} meV")
print(f"ratio if D rises by 40 meV: {ratio40:.3f}")
print(f"ratio for small D, 10 to 30 meV: {ratio_small:.3f}")
print(f"ratio at 85 deg C: {ratio85:.3f}")
print(f"ratio at constant scattering time: {ratio_tau:.3f}")
print(f"edge-mass factor in that ratio: {mass_factor:.4f}")
print(f"chemical-potential offset tested: {offset:.2f} eV")
print(f"ratio, offset fixed from midgap: {ratio_fixed:.4f}")
print(f"ratio, potential follows band edge: {ratio_follow:.4f}")
print(f"bond disorder, standard deviation: {1e3*spread:.0f} meV")
print(f"disorder chains: {n_samples} samples of {n_cells} cells")
print(f"carrier-number fall, clean chain: factor {ratio_clean:.3f}")
print(f"carrier-number fall, disordered: factor {ratio_dirty:.3f}")
print(f"carriers, disordered/clean, before: {dirty[0]/clean[0]:.3f}")
print(f"edge mass: {mass/const.m_e:.4f} electron masses")
print(f"thermal wavelength: {wavelength_nm:.2f} nm")
print(f"contact width for tunnelling: {gamma:.1f} eV")
print(f"midgap tunnelling transmission: {tunnel:.3e}")
print(f"thermal conductance/(2e^2/h): {thermal:.3e}")
print(f"tunnelling/thermal conductance: {100*tunnel/thermal:.4f} %")
print(f"length where the two are equal: {cross_cells*a_nm:.1f} nm")
print(f"midgap states, strong and weak ends: {end_states}")
print(f"read voltage: {V_read:.2f} V; field: {V_read/L_nm*10:.4f} MV/cm")
print(f"field energy over mean free path/kT: {V_read*mfp_nm/L_nm/kT:.4f}")
print(f"drift exponent put in: {nu:.2f}; slope found: {drift_slope:.5f}")
print(f"barrier growth per decade: {1e3*nu*kT*np.log(10):.3f} meV")
print(f"time ratio for increase d: {time_ratio:.0f}")
print(f"decades of time for increase d: {np.log10(time_ratio):.3f}")
print("no test failed")
```

Printed output:

```
temperature: 300 K; kT: 25.852 meV
hopping difference D before, after: 0.350, 0.370 eV
increase d: 20.0 meV; d/kT: 0.7736
hopping sum W: 3.000 eV
hoppings before: 1.675, 1.325 eV
hoppings after: 1.685, 1.315 eV
gap before, after: 0.700, 0.740 eV
lowest positive level of ring: 0.350000 eV
Arrhenius activation energy, 290-310 K: 0.35000 eV
cell length: 0.60 nm; mean free path: 1.00 nm
chain length: 30.0 nm; cells: 50; chains: 9000
f(D) before, after: 1.3190e-06, 6.0852e-07
conductance quantum 2e^2/h: 77.4809 microsiemens
one-chain resistance before: 73.385 Gohm
one-chain resistance after: 159.072 Gohm
cell resistance before: 8.154 Mohm
cell resistance after: 17.675 Mohm
resistance ratio, zone integral: 2.167629
resistance ratio, exp(d/kT): 2.167630
increase for exact doubling: 17.919 meV
ratio if D rises by 40 meV: 4.699
ratio for small D, 10 to 30 meV: 1.695
ratio at 85 deg C: 1.912
ratio at constant scattering time: 2.223
edge-mass factor in that ratio: 1.0290
chemical-potential offset tested: 0.10 eV
ratio, offset fixed from midgap: 2.1676
ratio, potential follows band edge: 1.0003
bond disorder, standard deviation: 50 meV
disorder chains: 10 samples of 600 cells
carrier-number fall, clean chain: factor 2.108
carrier-number fall, disordered: factor 2.090
carriers, disordered/clean, before: 1.351
edge mass: 0.0334 electron masses
thermal wavelength: 23.55 nm
contact width for tunnelling: 2.0 eV
midgap tunnelling transmission: 1.506e-10
thermal conductance/(2e^2/h): 1.759e-07
tunnelling/thermal conductance: 0.0856 %
length where the two are equal: 20.5 nm
midgap states, strong and weak ends: [0, 2]
read voltage: 0.10 V; field: 0.0333 MV/cm
field energy over mean free path/kT: 0.1289
drift exponent put in: 0.10; slope found: 0.10000
barrier growth per decade: 5.953 meV
time ratio for increase d: 2290
decades of time for increase d: 3.360
no test failed
```
